# Volume of a Pinned Liquid Droplet on a Nanowire: a program that tests the result

```python
# Result under test: a droplet pinned to the edge of a flat circular wire top has
#   V = pi R^3 (1 - cos b)^2 (2 + cos b) / (3 sin^3 b)
# R: wire radius; b: contact angle through the liquid, from the top facet to the
# liquid surface; V: liquid volume. Uniform surface tension, no gravity.
# Also tested: height R tan(b/2), sphere radius R/sin b, liquid area,
# Laplace pressure 2*tension*sin b/R, dV/db, and the inverse relation b(V).
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def cap_volume(b, R=1.0):
    c = np.cos(b)
    return np.pi * R**3 * (1 - c)**2 * (2 + c) / (3 * np.sin(b)**3)


def volume_from_height(h, R=1.0):
    return np.pi * h * (3 * R**2 + h**2) / 6


def angle_from_volume(V, R=1.0):
    T = 2 * np.sinh(np.arcsinh(3 * V / (np.pi * R**3)) / 3)
    return 2 * np.arctan(T)


def laplace_drop(b, weight=0.0):
    """Integrate the Laplace equation from the apex until the slope angle is b.
    Lengths are in units of the apex curvature radius.
    Returns V/R^3 and the Bond number density*g*R^2/tension."""
    def slope(s, y):
        x, depth, q, vol = y
        return [np.cos(q), np.sin(q),
                2 - np.sin(q) / x + weight * depth,
                np.pi * x**2 * np.sin(q)]

    def reached(s, y):
        return y[2] - b
    reached.terminal = True
    s0 = 1e-4
    sol = solve_ivp(slope, (s0, 10), [s0, 0.0, s0, 0.0], events=reached,
                    method="DOP853", rtol=1e-11, atol=1e-14)
    assert sol.status == 1
    x, depth, q, vol = sol.y_events[0][0]
    return vol / x**3, weight * x**2


def shape_functions(theta, phi, edge, n_poly, n_harm):
    """Distance from the base centre as fixed edge part plus free functions.
    Each is returned as value, theta derivative, phi derivative."""
    t = np.tan(theta / 2)
    dt = (1 + t**2) / 2
    fixed = np.zeros((3, t.size))
    for m, amp in enumerate(edge):
        k = 6 * m
        fixed[0] += amp * t**k * np.cos(k * phi)
        fixed[1] += amp * k * t**(k - 1.0) * dt * np.cos(k * phi)
        fixed[2] -= amp * k * t**k * np.sin(k * phi)
    free = []
    u = 2 * t**2 - 1
    for m in range(n_harm):
        k = 6 * m
        for n in range(n_poly):
            coef = np.eye(n_poly)[n]
            P = legendre.legval(u, coef)
            dP = legendre.legval(u, legendre.legder(coef))
            g = t**k * (1 - t**2) * P
            dg = (k * t**(k - 1.0) * (1 - t**2) * P - 2 * t**(k + 1) * P
                  + t**k * (1 - t**2) * dP * 4 * t)
            free.append([g * np.cos(k * phi), dg * dt * np.cos(k * phi),
                         -k * g * np.sin(k * phi)])
    return fixed, np.array(free).transpose(1, 2, 0)


def least_area_drop(edge, volume, n_poly=10, n_harm=6):
    """Newton search for the surface of stationary area at given volume over
    a fixed outline; edge holds the cosine coefficients of the outline."""
    nodes, wts = np.polynomial.legendre.leggauss(36)
    th = (nodes + 1) * np.pi / 4
    n_phi = 36
    ph = (np.arange(n_phi) + 0.5) * np.pi / 6 / n_phi
    theta = np.repeat(th, n_phi)
    phi = np.tile(ph, th.size)
    w = np.repeat(wts * np.pi / 4, n_phi) * 2 * np.pi / n_phi
    sn = np.sin(theta)
    fixed, B = shape_functions(theta, phi, edge, n_poly, n_harm)
    x = np.zeros(B.shape[2])
    x[0] = 0.4
    pressure = 1.5
    converged = False
    for _ in range(80):
        r, rt, rp = fixed + B @ x
        Q = r**2 * ((r**2 + rt**2) * sn**2 + rp**2)
        f = np.sqrt(Q)
        Q1 = [4 * r**3 * sn**2 + 2 * r * rt**2 * sn**2 + 2 * r * rp**2,
              2 * r**2 * rt * sn**2, 2 * r**2 * rp]
        zero = np.zeros_like(r)
        Qrt, Qrp = 4 * r * rt * sn**2, 4 * r * rp
        Q2 = [[12 * r**2 * sn**2 + 2 * rt**2 * sn**2 + 2 * rp**2, Qrt, Qrp],
              [Qrt, 2 * r**2 * sn**2, zero],
              [Qrp, zero, 2 * r**2]]
        grad_area = sum(B[i].T @ (w * Q1[i] / (2 * f)) for i in range(3))
        hess = np.zeros((x.size, x.size))
        for i in range(3):
            for j in range(3):
                h = Q2[i][j] / (2 * f) - Q1[i] * Q1[j] / (4 * f**3)
                hess += B[i].T @ ((w * h)[:, None] * B[j])
        vol = np.sum(w * r**3 * sn) / 3
        grad_vol = B[0].T @ (w * r**2 * sn)
        hess -= pressure * (B[0].T @ ((w * 2 * r * sn)[:, None] * B[0]))
        K = np.zeros((x.size + 1, x.size + 1))
        K[:-1, :-1] = hess
        K[:-1, -1] = K[-1, :-1] = -grad_vol
        rhs = np.append(-(grad_area - pressure * grad_vol), vol - volume)
        step = np.linalg.solve(K, rhs)
        change = np.max(np.abs(B[0] @ step[:-1]))
        scale = min(1.0, 0.2 / max(change, 1e-30))
        x += scale * step[:-1]
        pressure += scale * step[-1]
        if change < 1e-7:
            converged = True
            break
    assert converged
    r, rt, rp = fixed + B @ x
    area = np.sum(w * r * np.sqrt((r**2 + rt**2) * sn**2 + rp**2))
    # apex, middle of a flat side, corner
    f2, B2 = shape_functions(np.array([2e-6, np.pi / 2, np.pi / 2]),
                             np.array([0.0, 0.0, np.pi / 6]),
                             edge, n_poly, n_harm)
    v = f2 + B2 @ x
    angles = np.arctan2(v[0, 1:], v[1, 1:])
    return dict(height=v[0, 0], side=angles[0], corner=angles[1],
                pressure=pressure, area=area, r=r, theta=theta)


# Volume formula against the integrated Laplace equation, both sides of 90 deg
worst = 0.0
for deg in (30, 70, 90, 110, 140, 170):
    angle = np.radians(deg)
    worst = max(worst, abs(laplace_drop(angle)[0] / cap_volume(angle) - 1))
assert worst < 1e-6
small = 0.02
assert abs(laplace_drop(small)[0] / (np.pi * small / 4) - 1) < 2e-4
assert abs(laplace_drop(np.pi / 2)[0] - 2 * np.pi / 3) < 1e-6

# Example inputs: rough typical values, gold-silicon droplet on a silicon wire
R = 20.0                # nm
b_deg = 110.0           # degrees
temperature = 800.0     # K
tension = 0.8           # J/m^2
density = 15000.0       # kg/m^3
bulk_modulus = 100.0    # GPa
atom_volume = 0.017     # nm^3
layer = 0.25            # nm, one atomic layer
bevel = 1.0             # nm, 45 degree bevel at the facet edge
b = np.radians(b_deg)

# Sensitivity: finite difference of integrated volumes against the formula
d = 0.01
slope_num = (laplace_drop(b + d)[0] - laplace_drop(b - d)[0]) / (2 * d)
slope_formula = np.pi / (1 + np.cos(b))**2
assert abs(slope_num / slope_formula - 1) < 1e-3  # difference error of order d^2

# Inverse relation: root search on integrated volumes against the closed form
v_ref = laplace_drop(b)[0]
b_root = brentq(lambda q: laplace_drop(q)[0] - 1.1 * v_ref, b, b + 0.3)
b_more = angle_from_volume(1.1 * cap_volume(b))
assert abs(b_root - b_more) < 1e-6

# Least area at fixed volume over a circle must give the spherical cap
circle = least_area_drop([1.0], cap_volume(b))
centre = -1 / np.tan(b)
off_sphere = np.max(np.abs(circle["r"]**2
                           - 2 * circle["r"] * centre * np.cos(circle["theta"]) - 1))
area_unit = 2 * np.pi * (1 - np.cos(b)) / np.sin(b)**2
assert off_sphere < 1e-4  # finite polynomial basis
assert abs(circle["height"] - np.tan(b / 2)) < 1e-4
assert abs(circle["side"] - b) < 1e-3
assert abs(circle["pressure"] - 2 * np.sin(b)) < 1e-4
assert abs(circle["area"] / area_unit - 1) < 1e-5
assert abs(volume_from_height(circle["height"]) / cap_volume(b) - 1) < 3e-4

# Hexagonal outline of the same area, corners rounded by the finite series
p = (np.arange(4000) + 0.5) * np.pi / 6 / 4000
hexagon = 1 / np.cos(p)
edge = np.array([np.mean(hexagon)]
                + [2 * np.mean(hexagon * np.cos(6 * m * p)) for m in range(1, 5)])
edge /= np.sqrt(edge[0]**2 + np.sum(edge[1:]**2) / 2)
hexa = least_area_drop(edge, cap_volume(b))
hexa_small = least_area_drop(edge, cap_volume(b), n_poly=8)
assert abs(hexa["height"] - hexa_small["height"]) < 3e-4
hex_error = volume_from_height(hexa["height"]) / cap_volume(b) - 1
half_width = np.sqrt(np.pi / (2 * np.sqrt(3)))  # half flat-to-flat / equal-area R
width_error = half_width**3 - 1
assert abs(hex_error) < abs(width_error)

# Example results
a = R / np.sin(b)
height = R * np.tan(b / 2)
V = cap_volume(b, R)
area = area_unit * R**2
pressure_Pa = 2 * tension * np.sin(b) / (R * 1e-9)
sphere = (3 * V / (4 * np.pi))**(1 / 3)

# Gravity: response per unit Bond number, checked to be linear
v1, bond1 = laplace_drop(b, 1e-3)
v2, bond2 = laplace_drop(b, 5e-4)
response = (v1 / v_ref - 1) / bond1
assert abs(response / ((v2 / v_ref - 1) / bond2) - 1) < 0.01
bond = density * const.g * (R * 1e-9)**2 / tension
ripple = np.sqrt(const.k * temperature / tension) * 1e9
bevel_volume = np.pi * bevel**2 * (R - bevel / 3)

print("INPUTS (rough typical values, Au-Si droplet)")
print(f"wire radius R = {R:.1f} nm")
print(f"contact angle b = {b_deg:.1f} deg")
print(f"temperature = {temperature:.0f} K")
print(f"surface tension = {tension:.2f} J/m^2")
print(f"liquid density = {density:.0f} kg/m^3")
print(f"bulk modulus = {bulk_modulus:.0f} GPa")
print(f"mean atomic volume = {atom_volume:.3f} nm^3")
print("RESULTS")
print(f"cos b = {np.cos(b):.5f}, sin b = {np.sin(b):.5f}")
print(f"V/R^3 = {cap_volume(b):.5f}")
print(f"sphere radius a = {a:.3f} nm")
print(f"droplet height h = {height:.3f} nm")
print(f"liquid surface area = {area:.1f} nm^2")
print(f"volume V = {V:.1f} nm^3")
print(f"volume V = {V * 1000:.4e} angstrom^3")
print(f"atoms in droplet = {V / atom_volume:.3e}")
print(f"radius of free sphere of volume V = {sphere:.3f} nm")
print(f"Laplace pressure = {pressure_Pa / 1e6:.2f} MPa")
print(f"Laplace pressure = {pressure_Pa * 1e-30 / const.e:.3e} eV/angstrom^3")
print(f"angle after 10 percent more liquid = {np.degrees(b_more):.3f} deg")
print("TESTS")
print(f"largest relative volume deviation, 6 angles = {worst:.1e}")
print(f"least-area drop: height/R = {circle['height']:.6f}")
print(f"formula: height/R = {np.tan(b / 2):.6f}")
print(f"least-area drop: edge angle = {np.degrees(circle['side']):.4f} deg")
print(f"least-area drop: p R/tension = {circle['pressure']:.6f}")
print(f"formula: p R/tension = {2 * np.sin(b):.6f}")
print("NEGLECTED EFFECTS")
print(f"Bond number = {bond:.2e}")
print(f"gravity, volume change at fixed R, b = {100 * response * bond:.1e} percent")
print(f"compression of liquid = {100 * pressure_Pa / (bulk_modulus * 1e9):.3f} percent")
print(f"thermal ripple scale = {ripple:.3f} nm")
print(f"atomic layer thickness = {layer:.2f} nm")
print(f"one layer on liquid surface = {100 * area * layer / V:.2f} percent of V")
print(f"bevel width = {bevel:.1f} nm")
print(f"liquid in bevel = {100 * bevel_volume / V:.2f} percent of V")
print(f"one degree in b = {100 * slope_formula * np.radians(1) / cap_volume(b):.2f} percent of V")
print("hexagonal wire of equal top area, rounded corners:")
print(f"  V from height and equal-area R: error {100 * hex_error:+.2f} percent")
print(f"  angle at middle of side = {np.degrees(hexa['side']):.1f} deg")
print(f"  angle at rounded corner = {np.degrees(hexa['corner']):.1f} deg")
print(f"  half flat-to-flat width / equal-area R = {half_width:.4f}")
print(f"  V at same b with half width as R: {100 * width_error:+.1f} percent")
print("finished without a failed check")
```

Printed output:

```
INPUTS (rough typical values, Au-Si droplet)
wire radius R = 20.0 nm
contact angle b = 110.0 deg
temperature = 800 K
surface tension = 0.80 J/m^2
liquid density = 15000 kg/m^3
bulk modulus = 100 GPa
mean atomic volume = 0.017 nm^3
RESULTS
cos b = -0.34202, sin b = 0.93969
V/R^3 = 3.76850
sphere radius a = 21.284 nm
droplet height h = 28.563 nm
liquid surface area = 3819.7 nm^2
volume V = 30148.0 nm^3
volume V = 3.0148e+07 angstrom^3
atoms in droplet = 1.773e+06
radius of free sphere of volume V = 19.307 nm
Laplace pressure = 75.18 MPa
Laplace pressure = 4.692e-04 eV/angstrom^3
angle after 10 percent more liquid = 112.771 deg
TESTS
largest relative volume deviation, 6 angles = 2.1e-10
least-area drop: height/R = 1.428148
formula: height/R = 1.428148
least-area drop: edge angle = 110.0000 deg
least-area drop: p R/tension = 1.879385
formula: p R/tension = 1.879385
NEGLECTED EFFECTS
Bond number = 7.35e-11
gravity, volume change at fixed R, b = -5.1e-09 percent
compression of liquid = 0.075 percent
thermal ripple scale = 0.118 nm
atomic layer thickness = 0.25 nm
one layer on liquid surface = 3.17 percent of V
bevel width = 1.0 nm
liquid in bevel = 0.20 percent of V
one degree in b = 3.36 percent of V
hexagonal wire of equal top area, rounded corners:
  V from height and equal-area R: error -0.29 percent
  angle at middle of side = 121.2 deg
  angle at rounded corner = 70.1 deg
  half flat-to-flat width / equal-area R = 0.9523
  V at same b with half width as R: -13.6 percent
finished without a failed check
```
